# Sixth-rank crystal field in T and T$_h$: triplet mixing in Pr$^{3+}$, part 2

A crystal field of symmetry T or T$_h$ has one sixth-rank term that is absent in O, T$_d$ and O$_h$. This part treats its effect on Pr$^{3+}$ ($4f^2$, $^3H_4$, $J=4$) and its size for a ligand cage. $\mathbf J$ is in units of $\hbar$; $W$ and the $B$ coefficients are energies.

Section 1: twelve equal ligands have directions $\mathbf n_i=(0,\pm s,\pm c)$, $(\pm c,0,\pm s)$, $(\pm s,\pm c,0)$, with $s=\sin\phi$, $c=\cos\phi$. The invariant
$$f=(X^2-Y^2)(Y^2-Z^2)(Z^2-X^2)$$
changes sign under exchange of two coordinates; no such even-degree invariant exists below degree six.

Section 2 assumes a one-electron potential within the $4f$ shell, projected on one multiplet without $J$ mixing, in pure $LS$ coupling for Pr$^{3+}$. Projection multiplies all components of one rank by the same factor. The number of invariant harmonics of degree $l$ is $n_l$; $n_2(\mathrm T)=0$.

The invariants of ranks four and six are, on the unit sphere with $\sigma=X^2Y^2+Y^2Z^2+Z^2X^2$,
$$p_{4c}=8-40\sigma,\quad p_{6c}=16-168\sigma+1848X^2Y^2Z^2,\quad p_{6t}=-16f.$$

Section 4: Sym averages over orderings of $J_x,J_y,J_z$ and turns these into $O_{4c}$, $O_{6c}$ and $O_t\equiv O_6^2-O_6^6$. Then
$$H=B_4O_{4c}+B_6O_{6c}+B_{6t}O_t,$$
with $B_4=Wx/60$, $B_6=W\bar x/1260$, $\bar x=1-|x|$, $B_{6t}=Wy/30$. Relabelling the axes by a quarter turn reverses $y$ only. $O_t=0$ for $J<3$. It belongs to $\Gamma_2$ of O, with character $1$ on T and $-1$ outside.

Section 5: with $|m^\pm\rangle=(|m\rangle\pm|{-m}\rangle)/\sqrt2$, $a=\sqrt{7/8}$, $b=\sqrt{1/8}$, the cubic states include
$$|\Gamma_1\rangle=\sqrt{\tfrac5{12}}|4^+\rangle+\sqrt{\tfrac7{12}}|0\rangle,$$
$$|\Gamma_4,0\rangle=|4^-\rangle,\qquad|\Gamma_4,\pm\rangle=a|{\pm1}\rangle+b|{\mp3}\rangle,$$
$$|\Gamma_5,0\rangle=|2^-\rangle,\qquad|\Gamma_5,\pm\rangle=b|{\mp1}\rangle-a|{\pm3}\rangle.$$
The singlet, doublet and two triplets have energies
$$E_1=W(28x-80\bar x),\quad E_3=W(4x+64\bar x),\quad E_4=W(14x+4\bar x),\quad E_5=W(-26x-20\bar x).$$

Section 6: $O_t$ annihilates $\Gamma_1$ and $\Gamma_3$, and
$$O_t=1440\sqrt7\sum_{i=0,\pm}\big(|\Gamma_5,i\rangle\langle\Gamma_4,i|+|\Gamma_4,i\rangle\langle\Gamma_5,i|\big),\qquad1440\sqrt7=3809.882 .$$

## 7. Levels, mixing angle and magnetic matrix elements

Each of the three pairs $(|\Gamma_4,i\rangle,|\Gamma_5,i\rangle)$ has the block
$$\begin{pmatrix}E_4&V\\V&E_5\end{pmatrix},\qquad V=1440\sqrt7\,B_{6t}=48\sqrt7\,yW .$$
Write it as $\bar E+\varrho\,(\cos2\theta\,\sigma_z+\sin2\theta\,\sigma_x)$ with $\bar E=(E_4+E_5)/2$, $\varrho=\sqrt{(E_4-E_5)^2/4+V^2}$ and $2\theta=\mathrm{atan2}(2V,E_4-E_5)$. Acting on $(-\sin\theta,\cos\theta)$ the bracket gives $(\sin(2\theta-\theta),-\cos(2\theta-\theta))=-(-\sin\theta,\cos\theta)$. Hence
$$E_\pm=\bar E\pm\varrho,\qquad|L,i\rangle=\cos\theta|\Gamma_5,i\rangle-\sin\theta|\Gamma_4,i\rangle,\qquad|U,i\rangle=\sin\theta|\Gamma_5,i\rangle+\cos\theta|\Gamma_4,i\rangle,$$
with $L$ the lower and $U$ the upper triplet. The two-argument arctangent keeps $L$ the lower one also when $E_4<E_5$, where $|\theta|>45^\circ$. The degeneracies $1,2,3,3$ are those of O$_h$. The triplets repel, and their cubic crossing at $E_4=E_5$ becomes an avoided crossing of width $2|V|$. For $|V|\ll|E_4-E_5|$ each level shifts by $V^2/|E_4-E_5|$ to leading order.

Dipole strength from the singlet. Since $J_z|4^+\rangle=4|4^-\rangle$ and $J_z|0\rangle=0$, $J_z|\Gamma_1\rangle=4\sqrt{5/12}\,|\Gamma_4,0\rangle$, of squared norm $20/3$. Summed over the partners of each triplet,
$$I_L=\tfrac{20}3\sin^2\theta,\qquad I_U=\tfrac{20}3\cos^2\theta .$$
The transition from $\Gamma_1$ to the $\Gamma_5$-derived triplet, dipole-forbidden in O$_h$, takes its strength from the other triplet, and the sum stays $20/3$. The threefold axis gives the same values for $J_x$ and $J_y$.

Moments of the triplets. The diagonal elements are $\langle\Gamma_4,\pm|J_z|\Gamma_4,\pm\rangle=\pm(a^2-3b^2)=\pm\tfrac12$ and $\langle\Gamma_5,\pm|J_z|\Gamma_5,\pm\rangle=\pm(3a^2-b^2)=\pm\tfrac52$. The states $|\Gamma_4,+\rangle$ and $|\Gamma_5,+\rangle$ share no $m$, so $\langle L,+|J_z|L,+\rangle$ has no cross term. Between $|L,+\rangle$ and $|L,-\rangle$ the element is $-\sin\theta\cos\theta$ times the sum of $\langle\Gamma_5,+|J_z|\Gamma_4,-\rangle=-ab-3ab$ and $\langle\Gamma_4,+|J_z|\Gamma_5,-\rangle=ab+3ab$, which cancel. The partner $i=0$ has even $m$, and $J_z$ maps it onto $|4^+\rangle$ and $|2^+\rangle$, outside the triplets. The eigenvalues of the projected $J_z$ are $0,\pm\mu$ with
$$\mu_L=\tfrac52\cos^2\theta+\tfrac12\sin^2\theta=\tfrac52-2\sin^2\theta,\qquad\mu_U=\tfrac12+2\sin^2\theta .$$
These give the Zeeman splitting to first order in the field.

Van Vleck susceptibility. For a singlet ground state at zero temperature and $H_Z=g\mu_BBJ_z$, second-order perturbation theory gives $\delta E=-(g\mu_BB)^2(I_L/\Delta_L+I_U/\Delta_U)$ with $\Delta_L=E_--E_1$ and $\Delta_U=E_+-E_1$. From $M=-\partial\,\delta E/\partial B=\chi B$,
$$\chi=2(g\mu_B)^2\left(\frac{I_L}{\Delta_L}+\frac{I_U}{\Delta_U}\right),\qquad g=1+\frac{20+2-30}{40}=\frac45,$$
where $g$ is the Landé factor for $L=5$, $S=1$, $J=4$. This is a single-ion result, valid for $g\mu_BB$ and $k_BT$ small against $\Delta_L$.

## 8. The ratio $B_{6t}/B_6$ from the cage

Assume that each of the twelve equidistant ligands of section 1 contributes the same axially symmetric field, as in a point-charge or superposition model. Its rank-$k$ part is a constant times $R^kP_k(\mathbf n_i\cdot\hat{\mathbf R})$. The sum over ligands is a T$_h$-invariant harmonic, so by section 2
$$\sum_iP_4=c_4\,p_{4c},\qquad\sum_iP_6=c_6\,p_{6c}+c_t\,p_{6t}.$$
Let $t=s^2c^2$, so that $s^4+c^4=1-2t$ and $s^6+c^6=1-3t$. On the $Z$ axis $p_{4c}=8$, $p_{6c}=16$, $p_{6t}=0$, and the direction cosines are $\pm c$, $\pm s$, $0$, four ligands each. With $8P_4(v)=35v^4-30v^2+3$ and $16P_6(v)=231v^6-315v^4+105v^2-5$,
$$8c_4=\tfrac48\left[35(1-2t)-30+9\right],\qquad c_4=\tfrac78(1-5t),$$
$$16c_6=\tfrac4{16}\left[231(1-3t)-315(1-2t)+105-15\right],\qquad c_6=\tfrac1{64}(6-63t).$$
The coefficient $c_t$ belongs to the antisymmetric part. The sums of $(\mathbf n_i\cdot\mathbf R)^4$ and $(\mathbf n_i\cdot\mathbf R)^2$ are invariants of degree below six, hence symmetric, and only $\tfrac{231}{16}\sum_i(\mathbf n_i\cdot\mathbf R)^6$ contributes. The four ligands $(\pm s,\pm c,0)$ alone produce $X^4Y^2$ and $X^2Y^4$, with coefficients $4\cdot15\,s^4c^2$ and $4\cdot15\,s^2c^4$ in the sum of sixth powers. The antisymmetric part of the first is half the difference, $30t(s^2-c^2)=-30t\cos2\phi$. In $p_{6t}=-16f$ the coefficient of $X^4Y^2$ is $+16$. So $c_t=-\tfrac{231\cdot30}{256}\,t\cos2\phi=-\tfrac{3465}{128}\,t\cos2\phi$, and because both terms have rank six the radial and projection factors cancel:
$$\frac{B_{6t}}{B_6}=\frac{c_t}{c_6}=-\frac{1155\,t\cos2\phi}{4-42t}.$$
It vanishes for $\phi=0$, where the ligands merge pairwise into an octahedron, and for $\phi=45^\circ$, the cuboctahedron. It changes sign under $\phi\to90^\circ-\phi$, the relabelling of section 4. It diverges at $t=2/21$, where $B_6$ and not $B_{6t}$ passes through zero, so the ratio is not a usable parameter there, while $W$, $x$ and $y$ stay finite with $|x|=1$ because $c_4\neq0$. Since $\bar x\ge0$ ties the sign of $W$ to that of $B_6$, all three reverse sign on passing through this angle, although $H$ varies smoothly. At $\phi=30^\circ$, $t=0.1875$ and the ratio is $-1155(0.1875)(0.5)/(4-7.875)=27.94$. Neighbours along $\langle100\rangle$, $\langle110\rangle$ or $\langle111\rangle$, such as a cube of transition-metal atoms, lie on the nodes of $f$. In this model they change $B_4$ and $B_6$, and with it the ratio, but not $B_{6t}$.

The regular icosahedron gives a check of the normalisation. It has $\tan\phi=1/\tau$ with $\tau=(1+\sqrt5)/2$, $\phi=31.717^\circ$. From $1+\tau^2=\sqrt5\,\tau$ follows $t=\tau^2/(1+\tau^2)^2=\tfrac15$ and $\cos2\phi=\sqrt{1-4t}=1/\sqrt5$. Then $c_4=0$, so $x=0$, and $B_{6t}/B_6=231/(4.4\sqrt5)=21\sqrt5/2=23.479$, so $y=(30/1260)(21\sqrt5/2)=\sqrt5/4=0.55902$. With $E_4=4W$, $E_5=-20W$ and $V^2=48^2\cdot7\cdot\tfrac5{16}W^2=5040W^2$,
$$E_\pm/W=-8\pm\sqrt{144+5040}=-8\pm72\quad(W>0).$$
One triplet joins the singlet at $-80W$ and the other joins the doublet at $64W$. This is what the icosahedral rotation group requires. Its 60 elements have $\chi_4=9$ (one), $-1$ (twenty-four fivefold), $0$ (twenty threefold) and $1$ (fifteen twofold), so $\sum\chi^2/60=(81+24+15)/60=2$. There are two inequivalent irreducible components, and among the dimensions $1,3,3,4,5$ only $4+5$ adds to 9. By continuity the singlet stays close to this triplet for angles sufficiently near the icosahedral one. Whether the pair lies lowest depends on the sign of $W$, which is that of $B_6$. For ligands that repel the $4f$ electrons, $B_6$ has the sign of $c_6$, because the rank-six projection factor of $^3H_4$ is positive. Here $c_6=-0.103$, so $W<0$: the fivefold level is lowest and the singlet–triplet pair highest. With such ligands the icosahedral limit therefore does not explain a small gap above a singlet ground state.

## 9. Half-integer $J$

In the double group a rotation is represented by $\pm U$, and both signs give the same conjugation $UOU^\dagger$, so sections 2 to 4 hold unchanged. An ion with $J=\tfrac52$ has no $O_t$ term within its multiplet. For $J=\tfrac72$ the cubic levels are the doublets $\Gamma_6$, $\Gamma_7$ and the quartet $\Gamma_8$. Multiplication by $\Gamma_2$ reverses the characters outside T. It exchanges $\Gamma_6$ and $\Gamma_7$, which agree on T and differ in sign outside it, and it leaves $\Gamma_8$ fixed, whose characters vanish there. The quartet transforms as $j=\tfrac32$, and time reversal on it is fixed up to a phase by Schur's lemma. Its time-even operators therefore have ranks 0 and 2. Rank 0 is $\Gamma_1$, and rank 2 contains no T invariant because $n_2(\mathrm T)=0$, so $\Gamma_2$ does not occur. Hence $O_t$ annihilates the quartet and couples only the doublets, with a computed magnitude of $1703.8$.

## 10. Worked example

The parameters are round model values, tied to no compound: $W=3$ K, $x=0.3$, $\bar x=0.7$, $y=0.2$, with energies given as $E/k_B$. Then $B_4=0.0150$ K, $B_6=0.001667$ K and $B_{6t}=3(0.2)/30=0.0200$ K. The cubic energies are
$$E_1=3(8.4-56)=-142.8\ \mathrm K,\qquad E_3=3(1.2+44.8)=138.0\ \mathrm K,$$
$$E_4=3(4.2+2.8)=21.0\ \mathrm K,\qquad E_5=3(-7.8-14)=-65.4\ \mathrm K.$$
The coupling is $V=3809.882\times0.0200=76.198$ K. With $\bar E=-22.2$ K and $(E_4-E_5)/2=43.2$ K, $\varrho=\sqrt{43.2^2+76.198^2}=87.592$ K, so $E_-=-109.79$ K and $E_+=65.39$ K. From $\cos2\theta=43.2/87.592$, $\theta=30.2^\circ$ and $\sin^2\theta=0.2534$. Each triplet has moved by $87.592-43.2=44.4$ K, while the leading-order estimate $76.198^2/86.4=67.2$ K is about 1.5 times this exact shift. The leading-order formula fails here because $|V|/|E_4-E_5|=76.198/86.4=0.88$ is not small; in this example $B_{6t}$ is 12 times $B_6$.

| quantity | $y=0$ | $y=0.2$ |
|---|---|---|
| $\Delta_L$ | 77.4 K (6.67 meV) | 33.0 K (2.84 meV) |
| $\Delta_U$ | 163.8 K (14.1 meV) | 208.2 K (17.9 meV) |
| $E_3-E_1$ | 280.8 K (24.2 meV) | 280.8 K (24.2 meV) |
| $I_L,\ I_U$ | 0, 6.667 | 1.689, 4.977 |
| $\mu_L,\ \mu_U$ | 2.5, 0.5 | 1.993, 1.007 |
| $g\mu_L,\ g\mu_U$ ($\mu_B$) | 2.0, 0.4 | 1.595, 0.805 |
| $\chi$ ($\mu_B$/T) | 0.0350 | 0.0646 |

The entries for $y=0.2$ are $\Delta_L=-109.79+142.8$, $I_L=\tfrac{20}3(0.2534)$, $\mu_L=2.5-2(0.2534)$ and $g\mu_L=0.8(1.993)$. With gaps in kelvin the prefactor of $\chi$ in $\mu_B$/T is $2g^2\mu_B/k_B=2(0.64)(0.67171)=0.8598$, and
$$\chi(0)=0.8598\times\frac{6.667}{163.8}=0.0350,\qquad\chi(0.2)=0.8598\left(\frac{1.689}{33.01}+\frac{4.977}{208.2}\right)=0.8598\,(0.0512+0.0239)=0.0646 .$$
About two thirds of $\chi(0.2)$ comes from the lower triplet, which contributes nothing at $y=0$. Within the single multiplet the singlet–doublet gap does not depend on $y$, whereas the lower gap, the intensity ratio $I_L/I_U=\tan^2\theta$ and the triplet moments do.

The formulas fail where the assumptions of section 2 fail. Intermediate coupling and $J$ mixing leave the $1,2,3,3$ pattern and the single mixing angle in an effective Hamiltonian. Intermediate coupling mixes only terms of equal $J$, so the moment stays proportional to $\mathbf J$ and, at given $W$, $x$ and $y$, only the factor $g=4/5$ changes in the magnetic quantities. The rank-four and rank-six projection factors can also change, so a given potential may map onto other values of $W$, $x$ and $y$, while $B_{6t}/B_6$ is unaffected. $J$ mixing changes the matrix elements of the moment themselves, hence also the values $20/3$, $5/2$ and $1/2$. It also shifts the energies at second order and makes the singlet–doublet gap depend on $y$. Take all 91 states of $4f^2$ with free-ion parameters typical of Pr$^{3+}$ ($F^2,F^4,F^6=68878,\,50347,\,32901$ cm$^{-1}$, $\zeta=751.7$ cm$^{-1}$, next multiplet near 3000 K) and the potential whose projection on the lowest multiplet gives the values above. Then $E_3-E_1$ is 280.9 K at $y=0$ and 275.2 K at $y=0.2$; at $y=0.2$, $\Delta_U$ drops from 208.2 K to 194.5 K, $\Delta_L$ rises from 33.0 K to 33.7 K, and $I_L+I_U$, in units of $g^2$, falls from 6.67 to 6.38. An off-centre filler ion, or a cage distortion that lowers the symmetry below T, admits rank-two terms that split the triplets. Strong hybridisation with conduction states removes the sharp $4f^2$ multiplet on which the whole construction rests.

The numerical check tests these results by null-space counts, explicit symmetrisation, diagonalisation and rotation of axial tensors onto the ligand directions; it writes $x,y,z$ for the coordinates and $X$ for $J(J+1)$.

## Computed values

```
T  order 12: invariants l=0..8: [1, 0, 0, 1, 1, 0, 2, 1, 1]
Th order 24: invariants l=0..8: [1, 0, 0, 0, 1, 0, 2, 0, 1]
O  order 24: invariants l=0..8: [1, 0, 0, 0, 1, 0, 1, 0, 1]
Td order 24: invariants l=0..8: [1, 0, 0, 1, 1, 0, 1, 1, 1]
Oh order 48: invariants l=0..8: [1, 0, 0, 0, 1, 0, 1, 0, 1]
J=7/2 doublet-doublet coupling of Ot: 1703.831
J=4 invariant Hermitian operators (O even, T even, T all): [4, 5, 7]
<4|O62|2>/sqrt7 = 720.0000, <4|O66|-2>/sqrt7 = 720.0000
<G4|Ot|G5> = 3809.882 = 1440.0000 sqrt7
time-odd sym(JxJyJz) in G3: -10.3923, 10.3923
W = 3.0 K, x = 0.3, g_J = 0.800, muB/kB = 0.67171 K/T
B4 = 0.01500 K, B6 = 0.001667 K
cubic E1,E3,E4,E5 = -142.80, 138.00, 21.00, -65.40 K
y = 0.0: B6t = 0.0000 K, V = 0.000 K, root = 43.200 K
  theta = 0.000 deg, sin^2 = 0.0000, E- = -65.400 K, E+ = 21.000 K
  gap to lower triplet: 77.400 K = 6.670 meV
  gap to upper triplet: 163.800 K = 14.115 meV
  gap to doublet: 280.800 K = 24.197 meV
  dipole strength from singlet: lower 0.0000, upper 6.6667
  triplet Jz: lower 2.5000, upper 0.5000; g*Jz 2.0000, 0.4000 muB
  Van Vleck chi = 0.03499 muB/T
y = 0.2: B6t = 0.0200 K, V = 76.198 K, root = 87.592 K
  theta = 30.225 deg, sin^2 = 0.2534, E- = -109.792 K, E+ = 65.392 K
  gap to lower triplet: 33.008 K = 2.844 meV
  gap to upper triplet: 208.192 K = 17.941 meV
  gap to doublet: 280.800 K = 24.197 meV
  dipole strength from singlet: lower 1.6893, upper 4.9773
  triplet Jz: lower 1.9932, upper 1.0068; g*Jz 1.5946, 0.8054 muB
  Van Vleck chi = 0.06456 muB/T
cage phi = 30.000 deg: t = 0.1875, c4 = 0.05469, c6 = -0.09082, B6t/B6 = 27.9435
cage phi = 31.717 deg: t = 0.2000, c4 = -0.00000, c6 = -0.10312, B6t/B6 = 23.4787
cage phi = 45.000 deg: t = 0.2500, c4 = -0.21875, c6 = -0.15234, B6t/B6 = 0.0000
icosahedron: y = 0.55902, levels/W = -80.000 (x4), 64.000 (x5)
```
